\section*{Density-independent Thomas–Fermi screening in an ideal two-dimensional inversion layer, part 2}

Must the screening wavevector of a MOS inversion layer be recomputed at each gate voltage, which changes the electron density $n$, in a low-temperature mobility calculation? Formulas are in SI form.

The ideal layer is a sheet at $z=0$, with oxide ($\varepsilon_{\rm ox}$) at $z<0$, semiconductor ($\varepsilon_s$) at $z>0$ and $\bar\varepsilon=(\varepsilon_s+\varepsilon_{\rm ox})/2$. Its electrons fill one parabolic subband with mass $m$ and degeneracy $g=g_sg_v$ (spin, valley). At zero temperature $n=gk_F^2/4\pi=DE_F$, with $D=gm/2\pi\hbar^2$.

An electron's potential energy is $U=U_{\rm ext}+U_{\rm ind}$: the disturbance plus the Hartree field of the density change $\delta n$. At wavevector $q$, $U_{\rm ind}=V(q)\,\delta n$ with $V(q)=e^2/(2\bar\varepsilon\varepsilon_0q)$.

The first derivation assumed slow variation and a uniform electrochemical potential. It gave $\delta n=-DU$ short of depletion, hence $U=U_{\rm ext}\,q/(q+q_{\rm TF})$ with $q_{\rm TF}=g/a^*$ and $a^*=4\pi\bar\varepsilon\varepsilon_0\hbar^2/me^2$. Here $n$ drops out because the area of the occupied disk and the energy at its edge both grow as $k_F^2$. At temperature $T$, $D$ is replaced by $dn/d\mu=D[1-e^{-n/Dk_BT}]$, where $\mu$ is the chemical potential.

The second derivation treats electron waves of energy $E_{\mathbf k}=\hbar^2k^2/2m$ in a weak potential $U=2u\cos(\mathbf q\cdot\mathbf r)$ at zero temperature. To first order in $u$,
\begin{equation}
\delta n=-\Pi(q)\,U,\qquad
\Pi(q)=2g\;\mathrm P\!\!\int_{k<k_F}\frac{d^2k}{4\pi^2}\,\frac{1}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}.
\label{eq:Pi}
\end{equation}
P denotes the principal value. With the $x$ axis along $\mathbf q$,
\begin{equation}
E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\frac{\hbar^2}{2m}(q^2+2qk_x)=\frac{\hbar^2q}{m}\left(k_x+\frac q2\right),
\label{eq:den}
\end{equation}

The silicon (100) example has $m=0.19\,m_0$ ($m_0$ is the free-electron mass), $g_s=g_v=2$, $\varepsilon_s=11.7$, $\varepsilon_{\rm ox}=3.9$, $a^*=2.172$~nm and $q_{\rm TF}=1.84$~nm$^{-1}$. The densities are $n=1$, 3 and $5\times10^{12}$~cm$^{-2}$. In the final table, the gate test puts a metal plane 10~nm from the sheet, and the cosine test uses $U_{\rm ext}=A\cos(qx)$, with $A=40$~meV in the linear case.

\subsection{The integral}

At given $k_x$ the disk extends over a length $2\sqrt{k_F^2-k_x^2}$ in $k_y$. With Eq.~(\ref{eq:den}), and with $x$ written for $k_x$ and $b=q/2$,
\begin{equation}
\Pi(q)=\frac{2g}{4\pi^2}\,\frac{m}{\hbar^2q}\,2I=\frac{gm}{\pi^2\hbar^2q}\,I,\qquad
I=\mathrm P\!\!\int_{-k_F}^{k_F}\frac{\sqrt{k_F^2-x^2}}{x+b}\,dx.
\label{eq:I}
\end{equation}
Multiply and divide the integrand by $\sqrt{k_F^2-x^2}$ and use $k_F^2-x^2=(k_F^2-b^2)-(x+b)(x-b)$:
\begin{equation}
I=(k_F^2-b^2)J-\int_{-k_F}^{k_F}\frac{x-b}{\sqrt{k_F^2-x^2}}\,dx=(k_F^2-b^2)J+\pi b.
\label{eq:split}
\end{equation}
The term with $x$ is odd and vanishes, and $\int dx/\sqrt{k_F^2-x^2}=\pi$. In the remaining integral put $x=k_F\cos\varphi$ and then $w=\tan(\varphi/2)$, so that $d\varphi=2\,dw/(1+w^2)$ and $\cos\varphi=(1-w^2)/(1+w^2)$:
\begin{equation}
J=\mathrm P\!\!\int_0^\pi\frac{d\varphi}{b+k_F\cos\varphi}
=2\,\mathrm P\!\!\int_0^\infty\frac{dw}{(b+k_F)+(b-k_F)w^2}.
\end{equation}

For $b<k_F$ the denominator equals $-(k_F-b)(w^2-w_0^2)$ with $w_0^2=(k_F+b)/(k_F-b)$. The function $(1/2w_0)\ln|(w-w_0)/(w+w_0)|$ has the derivative $1/(w^2-w_0^2)$. It vanishes at $w=0$ and as $w\to\infty$. The two edges of the gap around $w_0$, at distances $\eta_1$ and $\eta_2$, leave $(1/2w_0)\ln(\eta_1/\eta_2)$ in the limit of a small gap. A gap symmetric in $x$ becomes symmetric in $w$ as it shrinks, so $\eta_1/\eta_2\to1$ and $J=0$.

For $b>k_F$ the denominator has no zero, and the arctangent integral gives $J=\pi/\sqrt{b^2-k_F^2}$. At $b=k_F$ the integrand of $I$ is $(k_F-x)/\sqrt{k_F^2-x^2}$, whose integral is $\pi k_F=\pi b$. Therefore
\begin{equation}
I=\begin{cases}\pi q/2, & q\le2k_F,\\[2pt]
\pi\left(q/2-\sqrt{q^2/4-k_F^2}\right), & q>2k_F.\end{cases}
\end{equation}
Inserting this into Eq.~(\ref{eq:I}) and taking out $gm/2\pi\hbar^2=D$,
\begin{equation}
\Pi(q)=\begin{cases}D, & q\le2k_F,\\[2pt]
D\left[1-\sqrt{1-(2k_F/q)^2}\right], & q>2k_F.\end{cases}
\label{eq:lind}
\end{equation}
A numerical principal-value integration, made as a test, gave $\Pi/D=1.0000$ at $q/k_F=0.5$, 1.0 and 1.9, and $0.2546$ at $q/k_F=3$. The second line of Eq.~(\ref{eq:lind}) gives $1-\sqrt{1-4/9}=0.2546$ at the last point.

\subsection{The same screening wavevector}

The electrons again respond to the total potential, so $U=U_{\rm ext}-V(q)\Pi(q)U$. For $q\le2k_F$, $V\Pi=e^2D/(2\bar\varepsilon\varepsilon_0q)=q_{\rm TF}/q$, and
\begin{equation}
U=\frac{q}{q+q_{\rm TF}}\,U_{\rm ext},\qquad q_{\rm TF}=\frac{g m e^2}{4\pi\bar\varepsilon\varepsilon_0\hbar^2}=\frac{g}{a^*}.
\end{equation}

The density disappears here for a reason that looks different from the first one. The integral $I$ doesn't depend on $k_F$ once $k_F>q/2$. A thin ring of electrons added outside the disk therefore changes the response at wavevector $q$ by nothing. By Eq.~(\ref{eq:den}), the ring's states on one side of $k_x=-q/2$ contribute with one sign and those on the other side with the opposite sign, and in two dimensions with a parabolic band the two sums cancel.

When $q>2k_F$ the line lies outside the disk, all contributions have the same sign, and every added electron counts. For $q\gg2k_F$, expanding the square root gives $\Pi\approx2Dk_F^2/q^2=4mn/\hbar^2q^2$, which is proportional to $n$.

\subsection{What each derivation assumes}

Both derivations assume the sheet, the parabolic band, a single subband and the Hartree field, and they share the electrostatic step. They differ in how they treat the electrons.

The first requires slow variation and says nothing about where that fails. In return, as long as the variation is slow, it allows any strength of $U$ short of depletion. It also extends at once to other cases, because all it needs from the electron gas is $dn/d\mu$. The second requires a weak potential, since it keeps the first order in $u$. In return it covers all wavelengths and supplies the missing limit: the Thomas--Fermi response holds for every $q\le2k_F$, not merely for $q\to0$. That limit does depend on density, as $\sqrt n$. At $q=2k_F$ itself the demand for a weak potential is strict: a finite $u$ mixes the states at opposite edges of the disk strongly and lowers the response by a fraction of about $0.4\sqrt{u/E_F}$, which is 4\% for $u=0.01E_F$.

The limit has a consequence for silicon. At $n=3\times10^{12}$~cm$^{-2}$, $2k_F=0.614$~nm$^{-1}$, which is a third of $q_{\rm TF}$. The formula is thus used where $q<q_{\rm TF}$, and the wavevector at which it would give one half lies outside its range. At $q=3k_F=0.921$~nm$^{-1}$ it would give $U/U_{\rm ext}=0.921/(0.921+1.841)=0.33$. Equation~(\ref{eq:lind}) gives $0.921/(0.921+0.2546\times1.841)=0.66$, twice as much.

Elastic scattering turns $\mathbf k$ into $\mathbf k'$ on the same circle, so it transfers at most $2k_F$. To lowest order in the screened potential, a zero-temperature mobility calculation for the ideal sheet therefore needs only wavevectors for which a single $q_{\rm TF}$ serves.

\subsection{Finite thickness}

A real layer has a normalized profile $\rho(z)$. Suppose that its shape stays fixed. For a source at $z'>0$, the field in the semiconductor is the direct part $e^{-q|z-z'|}$ plus a reflected part $r\,e^{-q(z+z')}$, both times $e^2\delta n/(2\varepsilon_s\varepsilon_0q)$. Continuity at $z=0$ gives the oxide field the relative amplitude $1+r$. Continuity of $\varepsilon\,dU/dz$ requires $\varepsilon_s(1-r)=\varepsilon_{\rm ox}(1+r)$, so $r=(\varepsilon_s-\varepsilon_{\rm ox})/(\varepsilon_s+\varepsilon_{\rm ox})$. Averaging over both positions multiplies $V(q)$ by
\begin{equation}
F(q)=\frac{\bar\varepsilon}{\varepsilon_s}\iint\rho(z)\rho(z')\left[e^{-q|z-z'|}+r\,e^{-q(z+z')}\right]dz\,dz'.
\end{equation}
At $q=0$ the bracket is $1+r=\varepsilon_s/\bar\varepsilon$, so $F(0)=1$ and the long-wavelength $q_{\rm TF}$ stands. At finite $q$, $q_{\rm TF}$ is replaced by $q_{\rm TF}F(q)$ in the ratio of the layer-averaged potentials.

A Hartree calculation of the profile, with masses along $z$ of $0.916\,m_0$ in the lower valleys and $0.19\,m_0$ in the upper ones and a depletion charge of $5\times10^{11}$~cm$^{-2}$, gives a mean depth of 1.9~nm at $n=3\times10^{12}$~cm$^{-2}$ and $F(k_F)=0.615$. At $q=k_F$ the ratio $U/U_{\rm ext}$ rises from 0.143 to $0.307/(0.307+0.615\times1.841)=0.213$, half as large again as the ideal value.

\subsection{Exchange}

The Hartree field leaves out exchange, which lowers the energy of an electron by its interaction with the occupied states of its own spin and valley. For an electron at the Fermi level this energy is
\begin{equation}
\mu_x=-\int_{k'<k_F}\frac{d^2k'}{4\pi^2}\,V(p)F(p),\qquad p=|\mathbf k-\mathbf k'|,\quad k=k_F.
\end{equation}
Use polar coordinates about the point $\mathbf k$ on the circle. The part of a circle of radius $p$ that lies inside the disk spans the angle $2\arccos(p/2k_F)$, and the factor $p$ of the area element cancels the $1/p$ of $V$:
\begin{equation}
\mu_x=-\frac{e^2}{4\pi^2\bar\varepsilon\varepsilon_0}\int_0^{2k_F}\!\arccos\!\left(\frac{p}{2k_F}\right)F(p)\,dp.
\end{equation}
Differentiate with respect to $k_F$ at fixed shape of the layer. The upper limit contributes nothing, since $\arccos1=0$. With $p=2k_F\sin\theta$, the derivative of the arccosine is $\tan\theta/k_F$ and $dp=2k_F\cos\theta\,d\theta$, so the integral becomes $2\int_0^{\pi/2}\sin\theta\,F\,d\theta$. Multiplying by $dk_F/dn=2\pi/gk_F$ and by $D$,
\begin{equation}
\gamma\equiv D\,\frac{d\mu_x}{dn}=-\frac{2}{\pi a^*k_F}\int_0^{\pi/2}\sin\theta\,F(2k_F\sin\theta)\,d\theta.
\label{eq:gamma}
\end{equation}
For a sheet, $F=1$ and the integral is 1. Local equilibrium for a slow disturbance now reads $\delta n/D+(d\mu_x/dn)\,\delta n+U=0$, so $\delta n=-DU/(1+\gamma)$, and $q_{\rm TF}$ is replaced by $q_{\rm TF}/(1+\gamma)$. Since $\gamma$ contains $k_F$, the density returns.

\begin{center}
\begin{tabular}{cccc}
$n$ ($10^{12}$ cm$^{-2}$) & $E_F$ (meV) & $\gamma$, sheet & $\gamma$, real profile\\
1 & 6.3 & $-1.65$ & $-1.00$\\
3 & 18.9 & $-0.95$ & $-0.49$\\
5 & 31.5 & $-0.74$ & $-0.35$
\end{tabular}
\end{center}

With the real profile, the long-wavelength screening wavevector is multiplied by $1/(1-0.49)\approx2.0$ at $3\times10^{12}$~cm$^{-2}$ and by about 1.55 at $5\times10^{12}$~cm$^{-2}$. At $10^{12}$~cm$^{-2}$ the two terms in $1+\gamma$ nearly cancel, and the estimate gives no usable number. Correlation and the change of the layer's shape are left out, so these factors are estimates of the exchange term alone and not corrected values.

\subsection{The model beside a real device}

The masses, permittivities and densities used here are of the size met in silicon (100) MOS layers, and none is far from typical. The oxide field, 1.6~MV/cm at $3\times10^{12}$~cm$^{-2}$, is well below the breakdown field of good oxide, roughly 10~MV/cm. The computed gaps to the next subbands, 27 to 41~meV over the three densities, exceed $E_F$ each time, so a single filled subband is consistent at low temperature. At 300~K, $k_BT$ is about 26~meV, higher subbands fill as well, and the one-subband thermal factors show the trend with density, not the screening of a real layer. Exchange remains in a cold device. In the estimate above it changes the long-wavelength $q_{\rm TF}$ by about a factor of two at $3\times10^{12}$~cm$^{-2}$.

For the decision at the start, a single $q_{\rm TF}$ for all gate voltages is consistent in a Hartree-level calculation with one subband, zero temperature, $q\le2k_F$ and a potential weak enough for linear response. Absence of depletion is enough only when the potential varies slowly. A single elementary charge at the interface isn't safely weak. Components with large $q$ are hardly screened, so at a small distance $r$ from a charge in the plane of an ideal sheet, the magnitude of $U$ approaches the bare $e^2/(4\pi\bar\varepsilon\varepsilon_0r)$ and exceeds any Fermi energy. The thickness of a real layer softens this, but for such defects linear screening remains an approximation, and a poorer one at low density. At a small finite temperature the constant response $\Pi=D$ remains a good approximation for $q$ well below $2k_F$. Close to $2k_F$, where electrons are scattered backwards, temperature rounds the corner in Eq.~(\ref{eq:lind}), and the response at $q=2k_F$ falls below $D$ by a fraction of about $0.54\sqrt{k_BT/E_F}$. At 4.2~K this is 7\% at $n=3\times10^{12}$~cm$^{-2}$ and 13\% at $10^{12}$~cm$^{-2}$, so a weak dependence on density returns there. The form factor $F(q)$ must still follow the layer profile as the gate voltage changes. The numerical output lists the values for each density.

\section*{Table of computed values}
\begin{verbatim}
in-plane mass = 0.19 m0; gs = 2; gv = 2
masses along z: lower valleys 0.916 m0, upper valleys 0.19 m0
eps_s = 11.7; eps_ox = 3.9; eps_mean = 7.80
oxide = 10.0 nm; depletion charge = 5.0e+11 cm^-2
density of states D = 1.5874e+11 cm^-2 meV^-1
effective Bohr radius = 2.1724 nm
q_TF = 1.8413 nm^-1 = 0.09744 bohr^-1
1/q_TF = 0.5431 nm
-- density n = 1.0e+12 cm^-2
E_F = 6.30 meV; k_F = 0.1772 nm^-1; 2k_F = 0.3545 nm^-1
counted D = 1.5874e+11 cm^-2 meV^-1; extracted q_TF = 1.8407 nm^-1
mean depth = 2.28 nm; form factor F(k_F) = 0.700
gap to next lower-valley subband = 28.2 meV; to upper valleys = 27.2 meV
exchange part of dmu/dn over 1/D: thin sheet -1.653, real thickness -0.999
dn/dmu over D at 300 K (one subband) = 0.216
-- density n = 3.0e+12 cm^-2
E_F = 18.90 meV; k_F = 0.3070 nm^-1; 2k_F = 0.6140 nm^-1
counted D = 1.5874e+11 cm^-2 meV^-1; extracted q_TF = 1.8407 nm^-1
mean depth = 1.87 nm; form factor F(k_F) = 0.615
gap to next lower-valley subband = 34.8 meV; to upper valleys = 35.0 meV
exchange part of dmu/dn over 1/D: thin sheet -0.955, real thickness -0.491
dn/dmu over D at 300 K (one subband) = 0.519
-- density n = 5.0e+12 cm^-2
E_F = 31.50 meV; k_F = 0.3963 nm^-1; 2k_F = 0.7927 nm^-1
counted D = 1.5874e+11 cm^-2 meV^-1; extracted q_TF = 1.8407 nm^-1
mean depth = 1.66 nm; form factor F(k_F) = 0.580
gap to next lower-valley subband = 40.0 meV; to upper valleys = 41.0 meV
exchange part of dmu/dn over 1/D: thin sheet -0.739, real thickness -0.355
dn/dmu over D at 300 K (one subband) = 0.704
-- other numbers; main density 3.0e+12 cm^-2
U/U_ext at q = k_F: ideal 0.1429, with thickness 0.2132
dn/dmu over D at 4.2 K = 1.0000
dn/dmu over D at 77.0 K = 0.9421
interaction with gate / without, q = 0.3070 nm^-1: 0.9989
interaction with gate / without, q = 0.0307 nm^-1: 0.6290
response over D at q/k_F: 0.5: 1.0000, 1.0: 1.0000, 1.9: 1.0000, 3.0: 0.2546
cosine test, q = 0.2 nm^-1: linear U/U_ext = 0.0980
same at 1e12 cm^-2 with 200 meV amplitude (depleted) = 0.5085
oxide field = 1.62 MV/cm
\end{verbatim}
